# Logarithmic electron capture by a charged dislocation with thermally assisted tunnelling

A straight dislocation in an n-type semiconductor carries $N_T$ deep acceptor sites per unit length. At time $t$, $n$ of them per unit length hold a captured electron. Each captured electron repels those that follow. The problem is to find $n(t)$ and to see what carrier loss it implies in a gallium nitride layer.

**Model and conventions.** SI formulas are used, with $e>0$, permittivity $\epsilon$, effective mass $m$ and donor density $N_d$. Electron energies are measured from the conduction-band edge far from the line. Donors are ionized and electrons are nondegenerate, so the bulk electron density is $N_d$. Free electrons leave a cylinder of radius $R$ around the line, and this depletion follows the captured charge without delay. A free site captures at the rate $\sigma v$ times the electron density at the core, with $\sigma$ a constant cross-section and $v$ the mean thermal speed. Emission is neglected, and neighbouring cylinders do not overlap. Two abbreviations recur:

$$a=\frac{e^2}{2\pi\epsilon},\qquad A=an .$$

Here $A$ is an energy proportional to the filling.

## (a) The repulsive potential

**Treat the captured charge as a smooth line. Find $R$ and the potential energy $V(\rho)$ of an electron at distance $\rho$ from it.**

**Solution.** The cylinder is neutral as a whole, so $\pi R^2N_d=n$. Within radius $\rho$ the charge per length is $-e(n-\pi N_d\rho^2)$. Gauss's law gives the radial field, and multiplying by $-e$ gives an outward force on an electron:

$$F(\rho)=\frac{e^2}{2\pi\epsilon\rho}\,(n-\pi N_d\rho^2)=A\left(\frac1\rho-\frac{\rho}{R^2}\right).$$

The force vanishes at $R$, where $V=0$. Hence

$$V(\rho)=\int_\rho^R F\,d\rho'=A\left[\ln\frac R\rho-\frac12+\frac{\rho^2}{2R^2}\right].$$

A smooth line has no finite barrier top, since $V$ diverges at the axis. Either the discreteness of the charges or quantum mechanics must supply the cut-off.

## (b) The barrier top without tunnelling

**Let the captured electrons form a regular row of spacing $1/n$. Find the energy midway between two of them. Would thermal passage over this point give a strictly logarithmic law?**

**Solution.** The midpoint is a saddle: the energy is lowest there along the row and highest there along the radial direction. It is therefore the pass an incoming electron must cross.

Take $K$ charges on each side, at distances $(k+\tfrac12)/n$. Their repulsion is

$$\frac{e^2}{4\pi\epsilon}\,2n\sum_{k=0}^{K-1}\frac1{k+1/2}=A\sum_{k=0}^{K-1}\frac{2}{2k+1}.$$

The sum over odd integers is the full harmonic sum less its even part: $2(H_{2K}-\tfrac12H_K)\to\ln K+\gamma+2\ln2$, with $\gamma$ Euler's constant.

The donors fill the cylinder over a half-length $L=K/n\gg R$. A thin donor shell of radius $r$ contributes a factor $2\ln(2L/r)$, so the attraction is

$$-\frac{e^2}{4\pi\epsilon}\int_0^R2\pi rN_d\,2\ln\frac{2L}{r}\,dr
=-\frac{e^2}{4\pi\epsilon}\,4\pi N_d\left[\frac{R^2}{2}\ln\frac{2L}{R}+\frac{R^2}{4}\right]
=-A\left[\ln\frac{2L}{R}+\frac12\right].$$

On addition $\ln K$ cancels. With $nR=n^{3/2}/\sqrt{\pi N_d}$,

$$U=A\left[\frac32\ln\frac{n}{N_d^{1/3}}+\ln\frac{2e^\gamma}{\sqrt\pi}-\frac12\right].$$

A direct sum over 20,000 charges on each side, with the donor integral done numerically, agrees with this to better than one part in a thousand at $n=0.7104$ /nm and $N_d=10^{17}$ cm⁻³.

Thermal passage gives a rate proportional to $e^{-U/kT}$. To leading order the time to reach filling $n$ is then proportional to $e^{U/kT}$, and $dn/d\ln t\approx kT/U'(n)$. Because $U$ contains $n\ln n$, its derivative grows with $n$ and the slope falls as the line fills. The law is thus only approximately logarithmic. A growing barrier is not sufficient for a strict logarithm; the barrier must grow linearly.

## (c) The tunnelling exponent

**An electron of energy $E$ below the barrier top meets its turning point at $\rho_1\ll R$. Find the exponent of its tunnelling probability to the axis.**

**Solution.** Near the line the term $\rho^2/2R^2$ can be dropped. Then $E=A[\ln(R/\rho_1)-\tfrac12]$ and $V-E=A\ln(\rho_1/\rho)$. The decay constant of the wave is $q(\rho)=\sqrt{2m(V-E)}/\hbar$. Substituting $\rho=\rho_1e^{-y}$,

$$2\int_0^{\rho_1}q\,d\rho=\frac{2\sqrt{2mA}}{\hbar}\,\rho_1\int_0^\infty\sqrt y\,e^{-y}dy
=\frac{2\sqrt{2mA}}{\hbar}\,\rho_1\frac{\sqrt\pi}{2}=b\rho_1,\qquad b=\frac{\sqrt{2\pi mA}}{\hbar}.$$

The integral converges although $V$ diverges. A logarithmic singularity does not block a quantum particle.

## (d) The density of states at the core

**Find the weight at the axis of the radial states of energy $E$, per unit energy.**

**Solution.** Motion along the line is free and gives the same thermal factor at the core and in the bulk, so it drops out of their ratio. In the plane, only waves without angular momentum are nonzero at the axis.

Write $\psi=u/\sqrt{2\pi\rho}$. In the allowed region take $u=c\,k^{-1/2}\cos(\dots)$, where $k$ is the radial wavenumber. Unit normalization per energy requires $(c^2/k)(\pi/2)(dE/dk)=1$ with $dE/dk=\hbar^2k/m$, so $c^2=2m/(\pi\hbar^2)$. The standard connection at a turning point halves the amplitude of the decaying wave:

$$\psi\approx\frac{1}{\sqrt{2\pi\rho}}\;\frac{c}{2\sqrt q}\,\exp\left(-\int_\rho^{\rho_1}q\,d\rho'\right).$$

Close to the axis $q$ varies slowly, and the regular solution is $\psi=C\,I_0(q\rho)$, with $I_0$ the modified Bessel function and $I_0(0)=1$. Its growing form is $Ce^{q\rho}/\sqrt{2\pi q\rho}$. Comparison gives $C=\tfrac c2e^{-b\rho_1/2}$, and therefore

$$|\psi(0)|^2=\frac{m}{2\pi\hbar^2}\,e^{-b\rho_1}.$$

The prefactor is the density of states per area and spin of a free particle in the plane. Treating $q$ as constant near the axis is a leading-order step; its error is measured in part (g).

## (e) The effective barrier

**Average over thermal energies to find $g$, the electron density at the core divided by that in the bulk. How does the resulting barrier depend on $n$?**

**Solution.** The bulk integral of $e^{-E/kT}$ over $E>0$ is $kT$, and the density of states cancels:

$$g=\frac1{kT}\int e^{-E/kT-b\rho_1}\,dE .$$

Let $\alpha=A/kT$. From part (c), $|dE|=A\,d\rho_1/\rho_1$ and $e^{-E/kT}=e^{\alpha/2}(\rho_1/R)^\alpha$. Extending the integral to all $\rho_1$ adds little when the important values lie well inside $R$:

$$g=\alpha e^{\alpha/2}R^{-\alpha}\int_0^\infty\rho_1^{\alpha-1}e^{-b\rho_1}d\rho_1
=e^{\alpha/2}\,\Gamma(\alpha+1)\,(bR)^{-\alpha}.$$

Per unit energy the integrand varies as $\rho_1^\alpha e^{-b\rho_1}$, which peaks at $\rho_t=\alpha/b$. For $\alpha$ above about one, Stirling's formula $\Gamma(\alpha+1)\approx\sqrt{2\pi\alpha}\,(\alpha/e)^\alpha$ gives

$$g=\sqrt{2\pi\alpha}\;e^{-B\alpha},\qquad B=\ln\frac{R}{\rho_t}+\frac12 .$$

Now $R/\rho_t=bR/\alpha=(kT/\hbar)\sqrt{2\pi m/A}\,R$, and $R^2/A=2\epsilon/(e^2N_d)$ is independent of $n$. With the plasma frequency $\omega_p^2=N_de^2/(\epsilon m)$,

$$\frac{R}{\rho_t}=\frac{\sqrt{4\pi}\,kT}{\hbar\omega_p}.$$

Both radii grow as $\sqrt n$, so their ratio stays fixed and $B$ is a constant. The effective barrier $BA$ is linear in $n$. It has two parts: the dominant electrons have energy $A(B-1)$, and their tunnelling exponent $b\rho_t=\alpha$ costs the equivalent of a further $A$.

Two limits bound the result. On cooling, $\rho_t$ approaches $R$. The formula would put the dominant energy at the band edge for $B=1$, that is at $kT=e^{1/2}\hbar\omega_p/\sqrt{4\pi}\approx0.47\,\hbar\omega_p$. There $\rho_t\approx0.6R$, so the term dropped in part (c) is no longer small and the derivation is not justified. On heating at fixed $n$, $\rho_t$ shrinks as $1/T$. The electron's thermal length $\hbar/\sqrt{mkT}$ shrinks too. Only when both lengths are far below the charge spacing $1/n$ does the electron resolve the gaps between the charges and pass the saddle of part (b) classically. The example in part (g) does not approach this limit: its thermal length is 3.8 nm, longer than the charge spacing from 1 µs to 1 s.

## (f) The law of filling

**Derive $n(t)$ for an initially empty line and for one that starts with filling $n_0$. Estimate the remaining drift of the slope, and show what happens if the barrier does not grow.**

**Solution.** Let $\nu=\sigma vN_d$ be the capture rate of a free site at bulk density. Then

$$\frac{dn}{dt}=\nu(N_T-n)\,g=\nu P(n)\,e^{-n/S},\qquad S=\frac{kT}{aB},\qquad P=(N_T-n)\sqrt{2\pi\alpha}.$$

$P$ varies slowly compared with the exponential. Hold it at its value for a reference filling and separate variables: $S(e^{n/S}-e^{n_0/S})=\nu Pt$. Thus

$$n(t)=S\ln\left(e^{n_0/S}+\frac{\nu Pt}{S}\right),$$

and for an empty line

$$n(t)=S\ln\left(1+\frac{t}{\tau}\right),\qquad\tau=\frac{S}{\nu P}.$$

A partly filled line stays nearly unchanged until $t\sim\tau e^{n_0/S}$ and then joins the curve of the empty line. The law is meant for $t\gg\tau$. At the very start $\alpha<1$, Stirling's formula fails, and the true rate is $\nu N_T$ because $g\to1$. That stage is too short to affect later times.

To restore the variation of $P$, put $W=n/S-\ln P$, so that $\nu t=\int e^Wdn$. Integration by parts gives $e^W/W'$ plus a remainder smaller by about $W''/W'^2$. Hence

$$\frac{dn}{d\ln t}=t\,\nu e^{-W}\approx\frac1{W'}=\frac{S}{1-SP'/P},\qquad \frac{P'}{P}=\frac1{2n}-\frac1{N_T-n}.$$

The two terms cancel at $n=N_T/3$, so the slope is close to $S$ around one-third filling.

If instead $g$ is frozen at some value $g_0$, the solution is $n=N_T(1-e^{-\nu g_0t})$. The ratio of the times at which two fillings are reached,

$$\frac{t_2}{t_1}=\frac{\ln(1-n_2/N_T)}{\ln(1-n_1/N_T)},$$

does not contain $g_0$. A high but fixed barrier delays capture without spreading it over decades.

## (g) A gallium nitride layer

**Take $N_d=10^{17}$ cm⁻³, relative permittivity 9, mass 0.20 electron masses, one site per 0.52 nm, $\sigma=10^{-16}$ cm², dislocation density $N_{dis}=10^9$ cm⁻² and $T=300$ K. Find the filling from 1 µs to 1 s and the loss of free carriers.**

**Solution.** The material values are rough typical ones. With $kT=0.02585$ eV, $\hbar\omega_p=8.752$ meV and $a=0.3200$ eV nm,

$$\frac R{\rho_t}=\frac{3.545\times0.02585}{0.008752}=10.47,\qquad B=\ln10.47+0.5=2.849,$$

$$S=\frac{0.02585}{0.3200\times2.849}=0.0284\ \text{nm}^{-1},$$

which is $S\ln10=0.0653$ /nm per decade of time.

The thermal speed $2.41\times10^7$ cm/s gives $\nu=2.41\times10^8$ s⁻¹. At 1 ms the law and $P$ are mutually consistent for $n=0.5145$ /nm and $P=8.91$ /nm, so $\tau=0.02836/(2.406\times10^8\times8.910)=1.32\times10^{-11}$ s. At 1 s,

$$n=0.02836\,\ln(7.56\times10^{10})=0.710\ \text{nm}^{-1},$$

or 37 % of the sites.

As a test, the radial Schrödinger equation was diagonalized with the full $V(\rho)$ of part (a), and the core densities found in this way were integrated in time.

| Time | Law (/nm) | Numerical (/nm) | No tunnelling (/nm) |
|---|---|---|---|
| 1 µs | 0.319 | 0.321 | 0.279 |
| 1 ms | 0.515 | 0.520 | 0.399 |
| 1 s | 0.710 | 0.716 | 0.508 |

The last column uses $g=e^{-U/kT}$ with $U$ from part (b), and $g=1$ while that expression for $U$ is negative. Its gain falls from 0.120 to 0.109 /nm between the two three-decade intervals, the drift expected from $n\ln n$. The numerical gain with tunnelling is nearly steady, at 0.0665 and then 0.0653 /nm per decade. The first value exceeds $S\ln10$ by 1.9 %; the formula for the slope gives about 1.5 % at $n=0.42$ /nm, so the varying prefactor accounts for most of the excess.

For $\alpha>1.5$ the closed form of $\ln g$ differs from the numerical one by at most 0.22. Such an offset moves $n$ by only $0.22\,S\approx0.006$ /nm. The value of $1/S$, extracted between $n=0.4$ and 0.8 /nm, agrees within 0.4 % at 300 K, at 425 K, and at 300 K with ten times fewer donors.

The feedback can also be isolated. The numerical filling from 1 µs to 1 s takes six decades of time; with a frozen barrier the same range takes 0.41 decade.

At 1 s the barrier top is 0.98 eV, while the effective barrier is 0.65 eV. The dominant electrons have 0.42 eV and tunnel from $\rho_t=4.5$ nm, well inside $R=48$ nm.

The captured electrons lower the mean free-carrier density by the fraction

$$\frac{N_{dis}\,n}{N_d}=\frac{10^9\times0.710\times10^7}{10^{17}}=7.1\ \%,$$

and each further decade adds 0.65 %.

## (h) Limits of the model

**Estimate the neglected effects at 1 s and relate the result to real devices.**

**Solution.** The smooth line is a safe approximation when $\rho_t$ exceeds the charge spacing. At 1 s these are 4.5 and 1.4 nm. For a regular row, discreteness then lowers the exponent by 0.30 on a straight path through a gap centre and by 0.13 at a quarter of the gap, which raises $n$ by at most about 0.009 /nm on these paths. These path estimates leave out the energy needed to confine the wave within a gap, which reduces the gain. At 1 µs, however, both lengths are about 3 nm, so the early end of the range is less secure. Irregular spacing is not treated.

Other corrections at 1 s are as follows.

- If just one site per gap remains usable, the free-site density $N_T-n$ is replaced by $n$, and the filling changes by $S\ln[n/(N_T-n)]=-0.015$ /nm.
- The depletion edge is blurred over a Debye length of 11 nm. Solving the Poisson–Boltzmann equation raises the barrier by $0.8\,kT$ and lowers $n$ by 0.023 /nm, but changes $1/S$ by only 0.5 % between 1 ms and 1 s and by 0.8 % between 1 µs and 1 ms.
- For a trap level 2 eV below the barrier top of part (b), detailed balance makes emission about $10^{-16}$ of capture. Filling then continues until equilibrium near 1.18 /nm, reached after about a year. A shallower level ends the logarithmic range inside the table: at a depth of 1.0 eV filling stops at 0.69 /nm, before 1 s, and at 0.6 eV it stops at 0.47 /nm, before 1 ms.
- The donor density is 4 % of the effective density of band states, so degeneracy is weak. Full ionization is an approximation: for a donor level 15 to 30 meV deep, between 80 and 90 % of the donors are ionized in the bulk. Through the capture rate this lowers $n$ by less than 0.01 /nm. A mass of 0.22 instead of 0.20 lowers $S$ by less than 2 %. The permittivity matters more: 9.5 instead of 9 raises $S$ by about 5 %, and 10.4 raises it by about 13 %.
- A circle that holds one dislocation on average has a radius of 178 nm, well above $R$. If the dislocations are placed at random, however, about a quarter of them have a neighbour closer than $2R$, and for these the isolated cylinder is only approximate.
- The donors are treated as a uniform background. Their random positions within $R$, taken as independent and unscreened, spread the core energy by about 0.05 eV, or $1.9\,kT$, along the line. This could change the local filling by several hundredths per nm and is not included.

The cross-section is the least certain input. Because it enters through a logarithm, a value ten times smaller lowers $n$ by 0.065 /nm and leaves $S$ unchanged. A capture coefficient that depends on the electron's energy could alter the slope, and this is not estimated. At 425 K, with the other inputs fixed, the slope rises to 0.082 /nm per decade.

Gallium nitride grown on foreign substrates has roughly $10^8$ to $10^{10}$ dislocations per cm², so the chosen density is ordinary; the assumption of one deep acceptor at every site is a model choice. The doping suits a conducting n-type layer. The buffer of a high-electron-mobility transistor is usually compensated and carries an applied field, which breaks the assumption of a uniform supply of free electrons. Some of this can be gauged by taking $N_d=10^{16}$ cm⁻³ with all else fixed. Then $B$ rises by $\tfrac12\ln10$ to 4.00 and the slope falls to 0.047 /nm per decade, yet the fractional carrier loss rises to 4.7 % per decade because there are fewer carriers to lose. These figures are only indicative: at 1 s the law then gives $n\approx0.47$ /nm and $R\approx120$ nm, so nearly half the carriers are gone and the cylinders of irregularly placed dislocations would often overlap. Current collapse also involves surface traps and other buffer traps. The example also starts from an empty line, which a rested layer does not provide. With a level 2 eV deep, thermal emission at the 1 s filling takes about $10^{17}$ s per electron. A layer left in the dark for a day holds about 1.0 /nm and, by part (f), captures almost nothing more within a second. The law therefore describes refilling after the line has been emptied by other means, such as light or holes. Only under that condition can the loss found here contribute to a current transient, and converting it into drain current requires the device geometry and field. The numerical output lists the values used.

## Computed results

```
donor density 1.00e+17 cm^-3, permittivity 9.0, mass 0.2
site spacing 0.52 nm, site density N_T 1.923 /nm
capture cross-section 1.0e-16 cm^2, trap depth 2.0 eV
dislocation density 1.0e+09 cm^-2, temperature 300 K
thermal energy kT 0.02585 eV, e^2/(2 pi eps) 0.3200 eV nm
plasmon energy 8.752 meV
ratio R/rho_t 10.471, barrier factor B 2.8486
mean thermal speed 2.406e+07 cm/s, bare capture rate nu 2.406e+08 /s
log slope S 0.02836 /nm per e-fold, 0.06530 /nm per decade
reference filling at 1 ms 0.5145 /nm, slow factor P 8.910 /nm
onset time S/(nu P) 1.323e-11 s
t=1e-06 s: n law 0.3186, numerical 0.3206, no tunnelling 0.2787 /nm
t=1e-03 s: n law 0.5145, numerical 0.5201, no tunnelling 0.3991 /nm
t=1e+00 s: n law 0.7104, numerical 0.7159, no tunnelling 0.5082 /nm
numerical slope 1 us to 1 ms 0.06652 /nm per decade
numerical slope 1 ms to 1 s 0.06526 /nm per decade
largest error of ln g (alpha > 1.5) 0.216
relative error of 1/S (300 K; 425 K; donors/10): 0.0034, 0.0008, 0.0019
decades for same filling: growing barrier 6.00, frozen 0.41
at 1 s: filled fraction 0.369, A 0.2273 eV, alpha 8.793
at 1 s: depletion radius 47.55 nm, turning radius rho_t 4.542 nm
at 1 s: barrier top 0.9753 eV, effective barrier 0.6476 eV
at 1 s: dominant electron energy 0.4202 eV
carrier loss at 1 s 7.104 %, per decade 0.653 %
neglected effects, at the 1 s filling:
discrete charges, exponent change: gap centre -0.304, quarter gap -0.134
discrete charges, filling change: gap centre 0.0086, quarter gap 0.0038 /nm
one open site per gap: filling change -0.0152 /nm
Debye length 11.34 nm, thermal edge raises barrier by 0.815 kT
thermal edge: filling change -0.0231 /nm, relative change of 1/S 0.0046
log10 of emission over capture -16.1
degeneracy: donors/N_c 0.0446
mass 0.22 instead of 0.2: S changes by -1.65 %
half distance between dislocations 178.4 nm
field at rho_t 0.496 MV/cm
slope at 425 K 0.08243 /nm per decade
```
